# Plane-wave basis-set error of the electron-gas correlation energy, part 2

How fast does the correlation energy of \(N=N_\uparrow+N_\downarrow\) electrons in a cubic periodic cell (side \(L\), volume \(\Omega\), \(n_\sigma=N_\sigma/\Omega\)) converge with \(M\) plane waves \(\mathbf k=2\pi\mathbf n/L\) per spin? Hartree atomic units are used, \(H=T+V\) with \(V\) the periodic Coulomb repulsion without \(\mathbf G=0\), and \(\Delta E=E_M-E_\infty\). The cutoff \(k_c\) obeys \(\Omega k_c^3=6\pi^2M\); for an unpolarized gas \(n=k_F^3/(3\pi^2)\).

A pair has centre \(\mathbf R\), separation \(\mathbf r\) and momenta \(\mathbf k_{1,2}=\mathbf K/2\pm\mathbf q\). At contact, with cusp coefficients \(c_0=\frac12\), \(c_1=\frac14\),
\[ \psi_{\uparrow\downarrow}\approx\Phi\left(1+\frac r2\right),\qquad \psi_{\sigma\sigma}\approx(\mathbf w\cdot\mathbf r)\left(1+\frac r4\right), \]
\[ \psi_{\uparrow\downarrow}(\mathbf q)\to-\frac{4\pi\Phi}{q^4},\qquad \psi_{\sigma\sigma}(\mathbf q)\to\frac{8\pi i\,\mathbf w\cdot\mathbf q}{q^6}. \]
The pair functions obey \(n_\uparrow n_\downarrow g_{\uparrow\downarrow}=N_\uparrow N_\downarrow\int|\psi|^2\) and \(n_\sigma^2g_{\sigma\sigma}=N_\sigma(N_\sigma-1)\int|\psi|^2\); the spherical average of \(g_{\sigma\sigma}\) starts as \(\gamma_\sigma r^2\). The general leading laws are
\[ \Delta E_{\uparrow\downarrow}=\frac{8\,\Omega n_\uparrow n_\downarrow\, g_{\uparrow\downarrow}(0)}{3k_c^3}=\frac{4N_\uparrow N_\downarrow\, g_{\uparrow\downarrow}(0)}{9\pi^2M}, \]
\[ \Delta E_{\sigma\sigma}=\frac{16\,\Omega n_\sigma^2\gamma_\sigma}{5k_c^5}=\frac{16}{5}\,\frac{N_\sigma^2\gamma_\sigma\,\Omega^{2/3}}{(6\pi^2M)^{5/3}}. \]
For one parallel pair the error is \(\frac{32}{15k_c^5}\int|\mathbf w|^2\).

Part 5: with \(\delta\) the discarded part of the exact \(\psi\), leaving the kept coefficients unrelaxed gives the upper bound \(\langle\delta|H-E|\delta\rangle/(1-\langle\delta|\delta\rangle)\). Three-body coalescences are assumed negligible.

Part 7, first corrections (opposite; parallel spins):
- Repulsion \(\langle\delta|V|\delta\rangle\), with radial integrals \(J_0=\frac12\), \(J_1=\frac16\): \(1+3/(2\pi k_c)\); \(1+5/(6\pi k_c)\).
- Geometry, from cutting off each electron's momentum: \(1+3K/(4k_c)\); \(1+15K(1+\cos^2\!\alpha)/(16k_c)\), with \(\alpha\) the angle between \(\mathbf w\) and \(\mathbf K\).
- Finite-basis amplitudes: \(\Phi_M=\Phi[1+2/(\pi k_c)]\); \(\mathbf w_M=\mathbf w[1+4/(3\pi k_c)]\).

The repulsion and geometry corrections are positive, so local exponents \(-d\ln\Delta E/d\ln M\) exceed their limits.

The examples use \(r_s=5.62\) bohr, with two electrons, then 14 (seven per spin).

## 8. Second order as a limiting case

At second order in \(V\) with kinetic-energy denominators, occupied \(\mathbf k_{i,j}=\mathbf K/2\pm\mathbf p\) scatter to empty \(\mathbf k_{a,b}=\mathbf K/2\pm\mathbf q\), the excitation energy is \(q^2-p^2\), and \(\mathbf k_a-\mathbf k_i=\mathbf q-\mathbf p\), \(\mathbf k_a-\mathbf k_j=\mathbf q+\mathbf p\). Each term of the energy is negative, so the discarded terms give a positive \(\Delta E\). For an opposite-spin pair,
\[ \Delta E_{ij}=\sum_{\mathbf q\ \rm lost}\frac{(4\pi/\Omega)^2}{|\mathbf q-\mathbf p|^4(q^2-p^2)}\to\frac{16\pi^2}{\Omega\,2\pi^2}\int_{k_c}^\infty\frac{dq}{q^4}=\frac{8}{3\Omega k_c^3}. \]
The term linear in \(\mathbf p\cdot\mathbf q\) is odd and drops out. Summed over \(N_\uparrow N_\downarrow\) pairs, this is the general result with \(g_{\uparrow\downarrow}(0)=1\), the value for a determinant.

For a parallel pair the matrix element is \(v_d-v_x\), with \(v_{d,x}=4\pi/(\Omega|\mathbf q\mp\mathbf p|^2)\), and \(\mathbf q\) and \(-\mathbf q\) label the same determinant, which gives a factor \(1/2\). Since \(\mathbf q\to-\mathbf q\) swaps \(v_d\) and \(v_x\), \(\frac12(v_d-v_x)^2\) sums as \(v_d^2-v_dv_x\). The direct and exchange tails are each \(8/(3\Omega k_c^3)\) in size and cancel at that order. What is left follows from
\[ \frac1{|\mathbf q-\mathbf p|^2}-\frac1{|\mathbf q+\mathbf p|^2}=\frac{4\,\mathbf p\cdot\mathbf q}{|\mathbf q-\mathbf p|^2|\mathbf q+\mathbf p|^2}\approx\frac{4\,\mathbf p\cdot\mathbf q}{q^4}, \]
\[ \Delta E_{ij}\to\frac12\cdot\frac{16\pi^2}{\Omega\,2\pi^2}\cdot\frac{16p^2}{3}\int_{k_c}^\infty\frac{dq}{q^6}=\frac{64\,p^2}{15\,\Omega k_c^5}=\frac{16\,|\mathbf k_i-\mathbf k_j|^2}{15\,\Omega k_c^5}. \]
The cusp route agrees: \((e^{i\mathbf p\cdot\mathbf r}-e^{-i\mathbf p\cdot\mathbf r})/(\sqrt2\,\Omega)\) has \(\mathbf w=\sqrt2\,i\mathbf p/\Omega\), \(\int|\mathbf w|^2d^3R=2p^2/\Omega\), and \(\alpha\) is the angle between \(\mathbf p\) and \(\mathbf K\). A method that keeps direct terms only, such as the direct random-phase approximation, loses the cancellation and has a \(1/M\) error for parallel spins too.

For a determinant \(g_{\sigma\sigma}=1-|\sum_je^{i\mathbf k_j\cdot\mathbf r}|^2/N_\sigma^2\). Expanding \(\sum_{ij}\cos[(\mathbf k_i-\mathbf k_j)\cdot\mathbf r]\) to second order and averaging over directions gives \(N_\sigma^2-(r^2/3)\sum_{i<j}|\mathbf k_i-\mathbf k_j|^2\), so
\[ \gamma_\sigma=\frac{1}{3N_\sigma^2}\sum_{i<j}|\mathbf k_i-\mathbf k_j|^2=\frac{N_\sigma\sum_jk_j^2-|\sum_j\mathbf k_j|^2}{3N_\sigma^2}, \]
and \(\sum_{i<j}\Delta E_{ij}=16N_\sigma^2\gamma_\sigma/(5\Omega k_c^5)\), the general form. For a large Fermi sphere the mean of \(k^2\) is \(3k_F^2/5\) and \(\gamma_\sigma\to k_F^2/5\).

The term \(\langle\delta|V|\delta\rangle\) is of third order in \(V\), so only the geometric correction appears here. Hartree–Fock eigenvalues in the denominators would shift \(q^2-p^2\) by a bounded amount, a relative change of order \(k_c^{-2}\). With \(k_0=2\pi/L\), every term carries \((4\pi/\Omega)^2/k_0^6=16\pi^2/(2\pi)^6=1/(4\pi^4)\) times a pure number, so this energy in hartree does not depend on \(r_s\). The logarithmic growth of the second-order energy per electron with cell size comes from small momentum transfers and does not touch the tail.

## 9. Worked example

The chosen input is \(r_s=5.62\) bohr, and 1 Ha \(=27211.39\) meV.

*Two electrons, exact in the basis.* The cell has \(\Omega=1487.06\) bohr\(^3\) and \(k_0=0.55047\) bohr\(^{-1}\). At \(\mathbf K=0\), \(\psi=\Omega^{-1}\sum c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\) and \(H_{\mathbf G\mathbf G'}=G^2\delta_{\mathbf G\mathbf G'}+4\pi/(\Omega|\mathbf G-\mathbf G'|^2)\), the second term for \(\mathbf G\ne\mathbf G'\). There is no geometric correction and no third electron. For the singlet \(\Phi=S/\Omega\) with \(S=\sum c_{\mathbf G}\), and \(n_\uparrow n_\downarrow=1/\Omega^2\) gives \(g_{\uparrow\downarrow}(0)=S^2\). A quadratic fit of \(S\) in \(1/k_c\), over six bases from \(M=2109\) to 33401, gives \(S=0.2672\), \(g_{\uparrow\downarrow}(0)=0.0714\), and a relative slope 0.627 against \(2/\pi=0.637\) bohr\(^{-1}\). The last digit depends on the fit: with the slope fixed at \(2/\pi\) and bases up to \(M=91965\), \(S=0.2671\) and \(g_{\uparrow\downarrow}(0)=0.0713\), which raises the corrected ratios below by about 0.0008. At \(M=4169\), \(k_c=5.4961\) bohr\(^{-1}\),
\[ \Delta E_{\rm lead}=\frac{8\times0.0714}{3\times1487.06\times5.4961^3}=\frac{4\times0.0714}{9\pi^2\times4169}=7.71\times10^{-7}\ \text{Ha}. \]
Since \(E_\infty\) is not known independently, differences from the largest basis are compared. The computed \(E(4169)-E(33401)\) is \(7.3601\times10^{-7}\) Ha, which is 1.0906 times the difference of leading terms and 0.9977 times the difference with the factor \(1+3/(2\pi k_c)\). At \(M=7153\) and 11513 the corrected ratios are 0.9972 and 0.9979. A second-order estimate, with \(g_{\uparrow\downarrow}(0)=1\), would overstate the leading term by \(1/0.0714\), a factor of 14.

The parallel-spin state is built on \(\pm k_0\hat{\mathbf x}\) at \(\mathbf K=0\). The lowest level odd in \(\mathbf G\) is threefold degenerate, with one state along each cube axis, and this state is the lowest of the block odd in \(G_x\) and even in \(G_y\) and \(G_z\). It is not the ground state of two parallel electrons, since a pair with total momentum \(k_0\) lies lower. Here \(\mathbf w=iW\hat{\mathbf x}/\Omega\) with \(W=\sum c_{\mathbf G}G_x\), and \(2W^2/(3\Omega^2)=(2/\Omega)^2\gamma\) gives \(\gamma=W^2/6\). The fit gives \(W=0.3447\) bohr\(^{-1}\) against the free value \(\sqrt2k_0=0.7785\), \(\gamma=0.01980\) bohr\(^{-2}\), and a slope 0.418 against \(4/(3\pi)=0.424\). With the slope fixed at \(4/(3\pi)\) the fit gives \(W=0.34455\) bohr\(^{-1}\) and \(\gamma=0.01979\) bohr\(^{-2}\), which raises the corrected ratios below by about 0.0007. Then
\[ \Delta E_{\rm lead}=\frac{32\times0.3447^2}{15\times1487.06\times5.4961^5}=3.40\times10^{-8}\ \text{Ha}. \]
The computed difference is \(3.5229\times10^{-8}\) Ha, with ratios 1.0700 to the leading and 1.0200 to the corrected prediction. The corrected ratio falls to 1.0124 and 1.0098 in the next two bases. The remainder is larger than for the singlet, and its origin is not analysed here. The coefficients near \(|\mathbf n|=10\) also deviate more for the triplet, standing for singlet and triplet at 1.0088 and 1.0231 times the cusp tails.

Part 5 is tested by treating the largest basis as complete and truncating to \(M=4169\). For the singlet, \(\langle\delta|T|\delta\rangle=6.9056\times10^{-7}\) and \(\langle\delta|V|\delta\rangle=4.7599\times10^{-8}\) Ha, the bound is \(7.3837\times10^{-7}\) and the true difference \(7.3601\times10^{-7}\) Ha, so relaxation is about 0.3% of the error. For the triplet the bound is \(3.5251\times10^{-8}\) against \(3.5229\times10^{-8}\) Ha. Exponents fitted freely to three bases are 1.026 and 1.692, above 1 and 1.667 as part 7 requires.

*Fourteen electrons, second order.* The cell has \(\Omega=10409.4\) bohr\(^3\), \(k_0=0.28777\) and \(k_F=0.34149\) bohr\(^{-1}\). Each spin occupies \(\mathbf n=0\) and the six unit vectors, so \(\sum_{i<j}|\mathbf n_i-\mathbf n_j|^2=7\times6=42\) and \(\gamma=42\times0.28777^2/(3\times49)=0.02366\) bohr\(^{-2}\), close to \(k_F^2/5=0.02332\). The laws are
\[ \Delta E_{\uparrow\downarrow}=\frac{4\times49}{9\pi^2M}=\frac{2.20655}{M}\ \text{Ha}, \]
\[ \Delta E_{\uparrow\uparrow}+\Delta E_{\downarrow\downarrow}=2\cdot\frac{16}{5}\cdot\frac{49\times0.02366\times10409.4^{2/3}}{(6\pi^2M)^{5/3}}=\frac{3.93172}{M^{5/3}}\ \text{Ha}, \]
the last figure being obtained with the unrounded \(\gamma\). Of the 49 opposite-spin pairs, 7 have \(K/k_0=0\), 12 have 1, 24 have \(\sqrt2\) and 6 have 2, so the coefficient of \(1/k_c\) is \(\frac34\cdot\frac{12+24\sqrt2+12}{49}\times0.28777=0.2552\) bohr\(^{-1}\). Of the 21 pairs of one spin, in units of \(k_0\), 6 have \(p^2=\frac14\), \(K=1\), \(\cos^2\!\alpha=1\); 3 have \(p^2=1\), \(K=0\); and 12 have \(p^2=\frac12\), \(K=\sqrt2\), \(\cos\alpha=0\). The weights \(p^2\) sum to 10.5, and the coefficient is \(\frac{15}{16}\cdot\frac{3+6\sqrt2}{10.5}\times0.28777=0.2951\) bohr\(^{-1}\).

At \(M=4169\), \(k_c=2.873\) bohr\(^{-1}\). The leading opposite-spin error is \((2.20655/4169)\times27211.39/14=1.0287\) meV per electron, and the factor \(1+0.2552/2.873\) raises it to 1.1201. The parallel values are \(7.077\times10^{-3}\) and, with \(1+0.2951/2.873\), \(7.803\times10^{-3}\) meV. The limits, \(-0.515408\) and \(-0.169701\) Ha, are the sums at \(M=267761\) minus the small corrected tail beyond that basis, and the summed errors are measured from them. In meV per electron:

| \(M\) | spins | summed | leading | corrected |
|---|---|---|---|---|
| 515 | opposite | 10.7215 | 8.3278 | 9.8131 |
| 4169 | opposite | 1.1447 | 1.0287 | 1.1201 |
| 33401 | opposite | 0.1348 | 0.1284 | 0.1341 |
| 515 | parallel | 3.149e-01 | 2.310e-01 | 2.786e-01 |
| 4169 | parallel | 8.043e-03 | 7.077e-03 | 7.803e-03 |
| 33401 | parallel | 2.334e-04 | 2.206e-04 | 2.319e-04 |

Differences that use no extrapolated limit, from \(M=33401\), 57777 and 91965 to 267761, equal the corrected predictions times 1.0056, 1.0039 and 1.0032 for opposite spins and 1.0067, 1.0046 and 1.0036 for parallel spins. The free exponents are 1.017 and 1.685. The opposite-spin \(M^{-4/3}\) term is 1.485, \(9.138\times10^{-2}\) and \(5.700\times10^{-3}\) meV at the three tabulated sizes, larger in every case than the entire parallel-spin error.

For 1 meV per electron the leading laws ask for \(M=2.20655\times27211.39/14=4289\) and \(M=(3.93172\times27211.39/14)^{3/5}=214\). Both are underestimates. The table shows 1.1447 meV at \(M=4169\), and \(M=214\) lies below the range where the parallel law is quantitative, since even at \(M=515\) the summed error exceeds the leading term by about a third.

## 10. Where the laws fail

Two separate conditions are needed. The geometric terms require \(k_c\gg k_F\), and the terms \(3/(2\pi k_c)\) and \(5/(6\pi k_c)\) require \(k_c\gg1\) bohr\(^{-1}\), the inverse length of the cusp. At high density the second follows from the first, and at low density it is the harder one. For an unpolarized gas the ratio of both parallel terms to the opposite-spin term is \(2\cdot\frac{16}5\gamma\big/\left(\frac83g_{\uparrow\downarrow}(0)k_c^2\right)=12\gamma/(5g_{\uparrow\downarrow}(0)k_c^2)\). By this estimate the \(1/M\) term exceeds the parallel-spin terms once \(k_c^2>12\gamma/(5g_{\uparrow\downarrow}(0))\). A small \(g_{\uparrow\downarrow}(0)\) raises this threshold only if \(\gamma\) is not reduced in at least the same proportion.

A fit of the total energy of an unpolarized gas to \(a/M+b/M^{5/3}\) omits the \(M^{-4/3}\) term, and its \(b\) is not the parallel-spin coefficient. A pure \(1/M\) fit over small bases, where the data fall faster than \(1/M\), places the limit too low. A cutoff imposed on \(q\) keeps the leading laws and removes the geometric term. A cutoff on the momentum transfer is a different matter for parallel spins. If the interaction is truncated at \(|\mathbf G|=k_c\), some direct terms are kept while their exchange partners are dropped, and the cancellation of part 8 fails in a thin shell near the cutoff. The second-order parallel-spin energy then lies below its limit, with an error that falls only as \(k_c^{-4}\). An approximate method can have a different prefactor, as the value \(g_{\uparrow\downarrow}(0)=1\) at second order shows. Monte Carlo sampling in the space of plane-wave determinants inherits the error derived here. Real-space diffusion Monte Carlo has no such basis for the correlation hole, and explicitly correlated or transcorrelated methods remove the linear term in \(r\) from the function being expanded. The powers also belong to three dimensions and to a \(1/r\) singularity. An interaction smooth at the origin gives no cusp and no algebraic tail.

## 11. The numerical check

The numerical check below finds the two cusp coefficients from the Cartesian Laplacian by symbolic algebra, and obtains the two Fourier tails and the integrals \(J_0\), \(J_1\) by quadrature. It diagonalizes the two-electron problem iteratively, after verifying the solver against a dense matrix, and compares coefficients, the truncation bound, energy differences and free exponents with the formulas, taking the amplitudes from an unconstrained extrapolation. For 14 electrons it sums the second-order energy term by term over the lattice and obtains \(\gamma\) from the pair density of the determinant. The three-body assumption is not tested, since neither system contains that effect.

## Computed values

```
input rs = 5.62 bohr; 1 Ha = 27211.39 meV
cusp coefficient l=0: 1/2 1/bohr
cusp coefficient l=1: 1/4 1/bohr
FT/leading tail at q=60 1/bohr: l=0 1.00335, l=1 1.00503
J0 = 0.500000, J1 = 0.166667
2e cell: Omega = 1487.06 bohr^3, 2pi/L = 0.55047 1/bohr
M  = 2109 4169 7153 11513 20479 33401
kc = 4.3793 5.4961 6.5797 7.7109 9.3428 10.9975 1/bohr
singlet: E(M max) = -0.013651158 Ha; amplitude slope 0.627 vs 0.637 1/bohr
singlet: S = 0.2672, g(0) = S^2 = 0.0714
singlet: coefficient/cusp tail near |n|=10: 1.0088
singlet: <dTd>=6.9056e-07 <dVd>=4.7599e-08 bound=7.3837e-07 true=7.3601e-07 Ha
 M=4169: E-E(Mmax)=7.3601e-07 Ha, /leading 1.0906, /corrected 0.9977
 M=7153: E-E(Mmax)=3.8054e-07 Ha, /leading 1.0775, /corrected 0.9972
 M=11513: E-E(Mmax)=1.9569e-07 Ha, /leading 1.0694, /corrected 0.9979
singlet: fitted exponent 1.026 vs 1.000; leading dE(M=4169) = 7.7112e-07 Ha
triplet: E(M max) = 0.289043529 Ha; amplitude slope 0.418 vs 0.424 1/bohr
triplet: W = 0.3447 1/bohr (free 0.7785), gamma = W^2/6 = 0.01980 1/bohr^2
triplet: coefficient/cusp tail near |n|=10: 1.0231
triplet: <dTd>=3.4118e-08 <dVd>=1.3721e-09 bound=3.5251e-08 true=3.5229e-08 Ha
 M=4169: E-E(Mmax)=3.5229e-08 Ha, /leading 1.0700, /corrected 1.0200
 M=7153: E-E(Mmax)=1.3456e-08 Ha, /leading 1.0546, /corrected 1.0124
 M=11513: E-E(Mmax)=5.4348e-09 Ha, /leading 1.0467, /corrected 1.0098
triplet: fitted exponent 1.692 vs 1.667; leading dE(M=4169) = 3.3983e-08 Ha
14e cell: Omega = 10409.4 bohr^3, 2pi/L = 0.28777, kF = 0.34149 1/bohr
gamma cell = 0.02366, kF^2/5 = 0.02332 1/bohr^2
geometry coefficients of 1/kc: opp 0.2552, par 0.2951 1/bohr
dE_opp = 2.20655/M Ha, dE_par(both spins) = 3.93172/M^(5/3) Ha
 opp M=33401: [E-E(M=267761)]/predicted = 1.0056
 opp M=57777: [E-E(M=267761)]/predicted = 1.0039
 opp M=91965: [E-E(M=267761)]/predicted = 1.0032
opp: fitted exponent 1.017 vs 1.000
 par M=33401: [E-E(M=267761)]/predicted = 1.0067
 par M=57777: [E-E(M=267761)]/predicted = 1.0046
 par M=91965: [E-E(M=267761)]/predicted = 1.0036
par: fitted exponent 1.685 vs 1.667
E2 limit: opp -0.515408 Ha, par -0.169701 Ha
errors in meV/electron: summed | leading | corrected
 M=515 kc=1.431 1/bohr opp 10.7215 | 8.3278 | 9.8131
   par 3.149e-01 | 2.310e-01 | 2.786e-01; opp M^(-4/3) term 1.485e+00
 M=4169 kc=2.873 1/bohr opp 1.1447 | 1.0287 | 1.1201
   par 8.043e-03 | 7.077e-03 | 7.803e-03; opp M^(-4/3) term 9.138e-02
 M=33401 kc=5.749 1/bohr opp 0.1348 | 0.1284 | 0.1341
   par 2.334e-04 | 2.206e-04 | 2.319e-04; opp M^(-4/3) term 5.700e-03
M for 1 meV/electron (leading law): opp 4289, par 214
```
